\section*{Comment on inferring inelastic scattering from an extended Drude rate}

\section{The argument under review}

The argument starts from a measured conductivity $\sigma(\omega)$ of a metallic sample. It defines an apparent scattering rate $\Gamma$ and an apparent mass ratio $\mu$ by
\begin{equation}
\sigma(\omega)=\frac{D}{\Gamma(\omega)-i\omega\mu(\omega)} ,
\label{ext}
\end{equation}
where $D$ is the intraband weight. It then reasons in three steps. The rate grows with frequency, so carriers lose energy to some excitation. The mass ratio exceeds one at low frequency, which is taken as a second, independent sign of that excitation. Finally, inversion of $\Gamma(\omega)$ gives a bosonic spectrum with a clear peak, whose strength agrees with the mass enhancement.

The question is whether any of these steps excludes carriers that scatter only elastically. I use atomic units, $\hbar=e=1$, and the time factor $e^{-i\omega t}$. Response is linear and the field uniform. Numerical energies and rates are in eV. With $Z=D/\sigma$, definition (\ref{ext}) means
\begin{equation}
\Gamma=\operatorname{Re}Z,\qquad \mu=-\frac{1}{\omega}\operatorname{Im}Z .
\label{parts}
\end{equation}
A single Drude term, $\sigma=D/(\gamma-i\omega)$, has $\Gamma=\gamma$ and $\mu=1$. A varying $\Gamma$ therefore shows that the sample is not described by one such term. What else it shows depends on the alternatives.

\section{Two constant rates}

Let two groups of carriers conduct in parallel, with weights $w_1+w_2=1$ and constant rates $\gamma_1,\gamma_2$:
\begin{equation}
\frac{\sigma}{D}=\frac{w_1}{\gamma_1-i\omega}+\frac{w_2}{\gamma_2-i\omega}
=\frac{g-i\omega}{(\gamma_1-i\omega)(\gamma_2-i\omega)},
\label{two}
\end{equation}
where $g=w_1\gamma_2+w_2\gamma_1$. Define also the mean rate $\bar g=w_1\gamma_1+w_2\gamma_2$. Since $\bar g+g=\gamma_1+\gamma_2$,
\begin{equation}
(\gamma_1-i\omega)(\gamma_2-i\omega)
=(\bar g-i\omega)(g-i\omega)+\gamma_1\gamma_2-\bar g g .
\end{equation}
The remainder follows from
\begin{align}
\bar g g&=(w_1^2+w_2^2)\gamma_1\gamma_2+w_1w_2(\gamma_1^2+\gamma_2^2)\nonumber\\
&=\gamma_1\gamma_2+w_1w_2(\gamma_1-\gamma_2)^2 ,
\end{align}
because $w_1^2+w_2^2=1-2w_1w_2$. Call the last term $V$; it is the variance of the rates. Then
\begin{equation}
Z=\bar g-i\omega-\frac{V}{g-i\omega}
=\bar g-i\omega-\frac{V(g+i\omega)}{g^2+\omega^2},
\label{Z}
\end{equation}
and (\ref{parts}) gives
\begin{equation}
\Gamma=\bar g-\frac{Vg}{g^2+\omega^2},\qquad
\mu=1+\frac{V}{g^2+\omega^2}.
\label{result}
\end{equation}

The apparent rate rises from $\bar g-V/g=\gamma_1\gamma_2/g$ to $\bar g$, although neither true rate depends on frequency. At low frequency the carriers with the longer lifetime carry more of the current than their share by weight. At high frequency inertia limits both groups, and each contributes to dissipation in proportion to its weight times its rate. If the two rates coincide, or one weight vanishes, $V=0$ and the effect disappears.

The shape can also mislead. The growth is
\begin{equation}
\Gamma(\omega)-\Gamma(0)=\frac{V\omega^2}{g(g^2+\omega^2)},
\end{equation}
and its local exponent, $d\ln[\Gamma-\Gamma(0)]/d\ln\omega$, is $2g^2/(g^2+\omega^2)$. It is 2 at low frequency, as for a Fermi liquid, and passes through 1 at $\omega=g$. Over a limited window the curve can pass for a quadratic or a linear law.

\section{Is the mass a second witness?}

Consider $K(\omega)=Z(\omega)+i\omega=\Gamma-i\omega(\mu-1)$. For a sum of Drude terms, $\operatorname{Re}\sigma>0$ throughout the upper half of the complex frequency plane, so $\sigma$ has no zero there and $K$ is analytic. With $D$ equal to the total weight, $K$ tends to a constant at high frequency. Near zero, $K-K(0)\simeq-i\omega[\mu(0)-1]$. Thus $[K-K(0)]/\omega^2$ has a simple pole at the origin with residue $-i[\mu(0)-1]$. Closing the contour above gives a vanishing arc and a principal value of $i\pi$ times this residue. The real part is even in $\omega$, hence
\begin{equation}
\mu(0)-1=\frac{2}{\pi}\int_0^\infty
\frac{\Gamma(\omega)-\Gamma(0)}{\omega^2}\,d\omega .
\label{kk}
\end{equation}
The mass enhancement is the rate growth seen through causality. It is not independent evidence, and consistency between them cannot select a mechanism.

Nor can a more careful fit of this one curve. Take a single current $j$ with retarded friction,
\begin{equation}
\dot j=DE-\bar g j+Vy,\qquad \dot y=j-gy .
\end{equation}
For a harmonic field, $y=j/(g-i\omega)$. Substitution gives $j[\bar g-i\omega-V/(g-i\omega)]=DE$, which is (\ref{Z}). A memory in one current and two memoryless currents produce the same $\sigma(\omega)$.

\section{One elastic band can suffice}

The authors might reply that their sample has one band. Take $N$ states on a Fermi line, with equal speeds and equal densities of states, and symmetric elastic transition rates $W_{ij}$. Their linearized collision matrix is $C_{ij}=\delta_{ij}\sum_kW_{ik}-W_{ij}$. It is non-negative, since
\begin{equation}
x^{T}Cx=\tfrac12\sum_{ij}W_{ij}(x_i-x_j)^2\ge0 .
\end{equation}
Let $\hat v$ be the normalized vector of velocity components along the field. The Boltzmann equation gives $\sigma/D=\hat v^T\phi$ with $(C-i\omega)\phi=\hat v$. Split $\phi=s\hat v+r$, with $r$ perpendicular to $\hat v$. Let $\bar g=\hat v^TC\hat v$, let $\beta$ be the perpendicular part of $C\hat v$, and let $C_\perp$ be $C$ restricted to the perpendicular space. The two projections are
\begin{equation}
(\bar g-i\omega)s+\beta^Tr=1,\qquad (C_\perp-i\omega)r+\beta s=0 .
\end{equation}
Eliminating $r$ and using the eigenvalues $c_k$ of $C_\perp$, with components $b_k$ of $\beta$ along its eigenvectors, gives
\begin{equation}
Z=\frac1s=\bar g-i\omega-\sum_k\frac{b_k^2}{c_k-i\omega},
\end{equation}
so that
\begin{equation}
\Gamma=\bar g-\sum_k\frac{b_k^2c_k}{c_k^2+\omega^2},\qquad
\mu=1+\sum_k\frac{b_k^2}{c_k^2+\omega^2}.
\label{band}
\end{equation}
A mode with $c_k=0$ is annihilated by $C$ and has $b_k=0$, so it does no harm. Unless $\hat v$ is an eigenvector of $C$, elastic scattering in this band makes $\Gamma$ grow and $\mu$ exceed one.

For a definite case, take the 24 angles $\theta_i=(i+\tfrac12)\pi/12$, $i=0,\dots,23$, on a circle, $v\propto\cos\theta$, and $W_{ij}=s_is_j\exp[0.7\cos(\theta_i-\theta_j)]/24$ with $s=1+0.8\cos4\theta$, in an arbitrary rate unit. Solving the linear equations numerically gives $\Gamma=0.534$ at $\omega=0.01$ and $0.753$ at $\omega=30$; at the lower frequency $\mu=1.31$. These low-frequency values belong to this coarse set of angles; with 192 angles they become $\Gamma=0.52$ and $\mu=1.40$, and the growth remains. If $s=1$, the rates depend only on the angle difference, $\cos\theta$ is an eigenvector, and $\Gamma$ is constant.

\section{A numerical counterexample}

Two doped graphene sheets in parallel, separated by a 10 nm insulator, make the size of the effect concrete. For one sheet with Dirac energy $\varepsilon=vk$ and fourfold spin and valley degeneracy,
\begin{equation}
D=4\int\frac{k\,dk\,d\theta}{4\pi^2}\,v^2\cos^2\theta\,
\delta(vk-E_F)=\frac{E_F}{\pi}.
\end{equation}
Its density is $k_F^2/\pi$. The static conductivity divided by the density is the mobility, $m=v^2/(E_F\gamma)$, or $\gamma=\hbar v^2/(mE_F)$ with $\gamma$ and $E_F$ in eV, $\hbar$ in eV\,s, $v$ in m/s and $m$ in m$^2$/Vs.

Rough typical inputs are $v=10^6$ m/s, Fermi energies 0.20 and 0.30 eV, and mobilities 10000 and 1000 cm$^2$/Vs. They give $\gamma_1=0.00329$ and $\gamma_2=0.02194$ eV. The weights are $0.20/0.50=0.40$ and 0.60, whence
\begin{align}
\bar g&=0.40(0.00329)+0.60(0.02194)=0.01448\ \mathrm{eV},\nonumber\\
g&=0.40(0.02194)+0.60(0.00329)=0.01075\ \mathrm{eV},\nonumber\\
V&=0.24(0.01865)^2=8.35\times10^{-5}\ \mathrm{eV}^2 .
\end{align}
Thus $\Gamma$ rises from $0.0067$ to $0.0145$ eV (10 to 22 ps$^{-1}$), a factor of 2.2, and $\mu(0)=1+V/g^2=1.72$. Both rates were held constant.

The contrast in mobility matters. With equal mobilities and the same Fermi energies, $\gamma_1/\gamma_2=3/2$. In units of $\gamma_2$, $g=0.4+0.6(1.5)=1.3$ and $V=0.24(0.5)^2=0.06$, so $\mu(0)-1$ falls to $0.06/1.69=0.036$.

\section{What does the boson inversion find?}

The inversion rests on weak coupling at zero temperature, with a constant density of states. A photon of energy $\omega$ makes an electron of energy $\varepsilon$ and a hole of energy $\omega-\varepsilon$. The pair's current decays at half the sum of their two quasiparticle rates. Averaging over $\varepsilon$ makes the two halves equal. If $F(\Omega)$ is the boson spectrum weighted by coupling and by current relaxation, a carrier of energy $\varepsilon$ emits at the rate $2\pi\int_0^\varepsilon F\,d\Omega$, and
\begin{equation}
\Gamma=\frac{2\pi}{\omega}\int_0^\omega d\varepsilon\int_0^\varepsilon F\,d\Omega
=\frac{2\pi}{\omega}\int_0^\omega(\omega-\Omega)F(\Omega)\,d\Omega .
\label{boson}
\end{equation}
Two derivatives of $\omega\Gamma$ give $F=(\omega\Gamma)''/2\pi$. A constant impurity rate drops out.

Apply this to (\ref{result}). The first derivative of $\omega/(g^2+\omega^2)$ is $(g^2-\omega^2)/(g^2+\omega^2)^2$, and the second is $-2\omega(3g^2-\omega^2)/(g^2+\omega^2)^3$. Therefore
\begin{equation}
F(\omega)=\frac{Vg}{\pi}\,\frac{\omega(3g^2-\omega^2)}{(g^2+\omega^2)^3}.
\label{phantom}
\end{equation}
There is a peak, but no boson. With $x=\omega/g$, the extrema obey $x^4-6x^2+1=0$, so $x=\sqrt2\mp1$. The peak lies at $(\sqrt2-1)g=0.0045$ eV and has height 0.17.

Its strength also seems to confirm itself. Inserting (\ref{boson}) in (\ref{kk}) and integrating over $\omega$ first, with $\int_\Omega^\infty(\omega-\Omega)\omega^{-3}d\omega=1/(2\Omega)$, gives $\mu(0)-1=2\int_0^\infty F\,d\Omega/\Omega$. For (\ref{phantom}), the substitution $\Omega=g\tan\theta$ yields
\begin{equation}
2\int_0^\infty\frac{F}{\Omega}d\Omega
=\frac{2V}{\pi g^2}\int_0^{\pi/2}
(3\cos^4\theta-\sin^2\theta\cos^2\theta)\,d\theta=\frac{V}{g^2}.
\end{equation}
The integral is $9\pi/16-\pi/16=\pi/2$. The coupling is 0.72, in agreement with the mass, as causality requires.

One feature might seem to speak against a boson. Expression (\ref{phantom}) is negative above $\sqrt3g=0.0186$ eV, whereas a true $F$ in (\ref{boson}) cannot be. But the ratio of the negative extremum to the peak is $-(\sqrt2-1)^4=-0.029$. Whether a lobe of 3 percent can be seen depends on the data. With independent noise of 1 percent in $\Gamma$, points every 0.5 meV and local cubic fits over 15 meV, the scatter of $F$ at 0.026 eV is 0.011 to 0.012, more than twice the depth of the lobe; with 0.1 percent noise the lobe is visible. Nor is the sign a strict test at a coupling of 0.72, where terms beyond (\ref{boson}) matter. The full zero-temperature current bubble, without vertex corrections, gives a real boson a negative lobe too: about 0.3 percent of the peak if its spectrum is the positive part of (\ref{phantom}), but, at coupling 0.72 and for a peak whose full width at half maximum is 0.3 of its frequency, about 16 percent if it is Lorentzian and about 30 percent if it is Gaussian. A Lorentzian twice as wide gives about 5 percent.

\section{The interband tail}

Suppose now that the intraband rate $\gamma$ is constant, but interband transitions above the measured range contribute a polarizability $\chi(\omega)$, real below their onset. With $\sigma=D/(\gamma-i\omega)-i\omega\chi$ and $a=\chi/D$,
\begin{equation}
Z=\frac{\gamma-i\omega}{1-a\omega^2-ia\gamma\omega}.
\end{equation}
Multiplying above and below by the conjugate denominator gives the real part $\gamma(1-a\omega^2)+a\gamma\omega^2=\gamma$ in the numerator. Hence
\begin{equation}
\Gamma=\frac{\gamma}{R},\quad
\mu=\frac{1-a\omega^2-a\gamma^2}{R},\quad
R=(1-a\omega^2)^2+(a\gamma\omega)^2 .
\label{tail}
\end{equation}
At $\omega\to0$ the apparent mass is $1-a\gamma^2$, slightly below one. The condition $\mu>1$ reduces to $\omega^2-\gamma^2>a\omega^2(\omega^2+\gamma^2)$. For $a\gamma^2\ll1$, enhancement thus starts near $\omega=\gamma$. Relation (\ref{kk}) does not apply here, because $D$ is no longer the total weight.

For graphene, the interband velocity element is $v\sin\theta$ in magnitude and the gap is $2\varepsilon$. At zero temperature only states with $\varepsilon>E_F$ contribute:
\begin{align}
\chi&=4\int\frac{k\,dk\,d\theta}{4\pi^2}\,
\frac{2v^2\sin^2\theta}{2\varepsilon(4\varepsilon^2-\omega^2)}
=\frac1\pi\int_{E_F}^{\infty}\frac{d\varepsilon}{4\varepsilon^2-\omega^2}\nonumber\\
&=\frac{1}{4\pi\omega}\ln\frac{2E_F+\omega}{2E_F-\omega},
\qquad \omega<2E_F .
\end{align}
At low frequency $a=1/(4E_F^2)$. For the clean sheet alone, $\Gamma/\gamma$ is 1.03, 1.14 and 1.38 at 0.05, 0.10 and 0.15 eV, while $\mu$ is 1.02, 1.07 and 1.17.

The analysis loses its meaning where the reactive currents cancel, $a(\omega^2+\gamma^2)=1$. There $\mu=0$ and (\ref{tail}) gives $\Gamma=1/(a\gamma)=(\omega^2+\gamma^2)/\gamma$. Numerical solution puts this point at $0.333$ eV, so the apparent rate is about 34 eV for a true rate of 0.0033 eV. This value assumes zero temperature and a sharp interband edge. At 77 K thermally allowed interband absorption lowers it to about 20 eV. Broadening of the edge matters more: giving the states the width set by the same elastic rate, without vertex corrections, yields about 11 eV at zero temperature and 8 eV at 77 K. Only the order of magnitude, thousands of times the true rate, is robust.

Adding both tails to the two-sheet conductivity, with $D$ fixed, gives:
\begin{center}
\begin{tabular}{ccccc}
 & \multicolumn{2}{c}{two Drude terms} & \multicolumn{2}{c}{with tails}\\
$\omega$ (eV) & $\Gamma$ (eV) & $\mu$ & $\Gamma$ (eV) & $\mu$\\
0.01 & 0.0103 & 1.387 & 0.0103 & 1.388\\
0.05 & 0.0141 & 1.032 & 0.0144 & 1.042\\
0.10 & 0.0144 & 1.008 & 0.0157 & 1.052
\end{tabular}
\end{center}
The tail removes the saturation at $\bar g$. It also weakens the warning in the inverted spectrum. Between 0.001 and 0.15 eV, the numerical second derivative of $\omega\Gamma$, divided by $2\pi$, has a minimum of $-0.0020$, against $-0.0049$ without the tails, and is negative only from 0.020 to 0.033 eV. These numbers and the table assume a sharp interband edge. An estimate that broadens the electronic states by the elastic rates, without vertex corrections, raises $\Gamma$ at 0.10 eV to about 0.0162 eV and makes the negative lobe shallower still, with a minimum near $-0.0009$.

\section{How close is this to a real device?}

The inputs are ordinary for graphene on an oxide and for a cleaner sheet, but real sheets do not scatter purely elastically. At 77 K, $kT=0.0066$ eV exceeds the phantom peak energy, so the zero-temperature inversion is not justified there; at lower temperature, with the elastic rates fixed, the peak stays where it is. If $\gamma\propto1/\varepsilon$, thermal spread in the clean sheet at 77 K adds about $(\pi kT/E_F)^2/3=0.004$ to that sheet's own $\mu(0)$ and 0.008 to $\mu(0)$ of the pair, which is small beside 0.72. Electron--electron collisions are the largest concern among the effects sized here. A quasiparticle rate $[\varepsilon^2+(\pi kT)^2]/E_F$ with unit prefactor, averaged over the electron--hole pairs a photon creates, gives $[\omega^2+(2\pi kT)^2]/3E_F$. This is 0.0031 eV at $\omega=g$ for the clean sheet, about 30 percent of $\Gamma(g)=0.0106$ eV; the prefactor is arbitrary, and without the factor $1/3$ the scale would be 0.0093 eV. This is not a computed relaxation rate: on a circular Fermi line current is proportional to momentum, which such collisions within a sheet conserve. Optical and substrate phonons are omitted and may change the entries at 0.05 eV and above. Linear response also needs a small field. A shift of the clean sheet's Fermi disc by one percent of $k_F$ occurs at $0.01k_F\gamma_1/e=10^{-4}$ MV/cm.

\section{What the authors should show}

The data may still contain inelastic scattering; the present argument does not establish it. I ask for four additions.

First, the interband response should be subtracted from $\sigma$ before inversion, with its uncertainty carried through. Second, $\Gamma$ should be plotted against $\mu$. Two Drude terms obey $\Gamma=\bar g-g(\mu-1)$, a straight line. A departure larger than the interband subtraction and the noise can cause excludes that model, though not the wider elastic family (\ref{band}); agreement does not exclude retarded friction.

Third, the temperature dependence should be shown. For degenerate carriers with fixed elastic rates and densities, the curves move only by corrections of order $(kT/E_F)^2$. A larger shift would favour inelastic processes only after changes in density and screening have been excluded. Fourth, where the layers can be contacted separately, their individual conductivities should be measured. If each is a single Drude term and their sum reproduces the data, the frequency dependence of $\Gamma$ needs no boson.
